Threshold temperature coefficient of an n-channel transistor with n-type polysilicon gate

An n-channel silicon transistor has a uniformly doped p-type body and a degenerate n-type polysilicon gate. The task is to find how its threshold voltage V_T changes with temperature, and to trace what the band gap, the effective densities of states and the depletion charge each contribute.

The channel is long and wide, so the electrostatics is one-dimensional. The body has acceptor density N_A, fully ionized and low enough for Boltzmann statistics. The gate has a fixed electron density N_G, and its Fermi level lies kTη above its conduction edge. N_C and N_V are the effective densities of states of the conduction and valence bands, with constant masses, so both vary as T^(3/2). Gate and body have the same electron affinity χ at each temperature. The oxide capacitance per area C_ox and the positive fixed charge per area Q_f at the silicon-oxide interface do not change with temperature, and the permittivity of silicon is also taken as constant.

Energies are in eV and k is in eV/K, so an energy and the corresponding potential in volts have the same number. The symbol q is the elementary charge in coulombs and appears only in charge densities. Gate voltage is measured from the source, and the source is at V_SB ≥ 0 relative to the body. Threshold is the gate voltage at which the electron density at the silicon surface equals N_A.

**(a) Find the work-function difference φ_MS between gate and body.**

Solution. A work function is the energy from the Fermi level up to the vacuum level. In the gate the conduction edge lies χ below vacuum and the Fermi level lies kTη above that edge, so

W_G = χ − kTη.

In the body the hole density is N_A = N_V exp[−(E_F − E_V)/kT], which gives

E_F − E_V = kT ln(N_V/N_A).

The valence edge lies χ + E_g below vacuum, and the Fermi level is above it by this amount:

W_B = χ + E_g − kT ln(N_V/N_A).

Subtraction removes χ, together with its temperature dependence:

φ_MS = W_G − W_B = −E_g − kTη + kT ln(N_V/N_A).

Heavy doping may lower the gate's conduction edge by some energy Δ. This adds Δ to W_G and hence to V_T, but leaves the slope unchanged if Δ does not depend on temperature. That condition is not guaranteed: for the gate of part (g), the first-order exchange part of Δ alone is about 27 meV and changes by about −0.02 mV/K. Correlation and impurity contributions are not estimated here.

**(b) Find the band bending 2φ_F at threshold for V_SB = 0, and add it to φ_MS. What becomes of the band gap?**

Solution. Deep in the body the conduction edge lies above the Fermi level by

E_C − E_F = E_g − kT ln(N_V/N_A).

At the surface the threshold condition N_A = N_C exp[−(E_C − E_F)/kT] requires

E_C − E_F = kT ln(N_C/N_A).

The bands must therefore bend down by the difference:

2φ_F = E_g − kT ln(N_V/N_A) − kT ln(N_C/N_A)
     = E_g − kT ln(N_C N_V/N_A²).

This agrees with φ_F = kT ln(N_A/n_i), because n_i² = N_C N_V exp(−E_g/kT). No assumption about the position of the intrinsic level has been made. Adding φ_MS,

φ_MS + 2φ_F = −kTη − kT ln(N_C/N_A).

Both E_g and N_V have dropped out. The reason can be seen by imagining no voltage across the oxide. The conduction edges of gate and surface are then level. The gate's Fermi level is kTη above this common edge, and that of the channel is kT ln(N_C/N_A) below it. The voltage between them involves the conduction band alone.

A p-type gate with its Fermi level at the valence edge behaves differently. It has W_G = χ + E_g, so φ_MS = kT ln(N_V/N_A) and

φ_MS + 2φ_F = E_g − kT ln(N_C/N_A).

Here the gap stays. The cancellation belongs to a gate whose Fermi level is tied to the conduction edge.

**(c) Find the charge in the silicon at threshold, for any V_SB, and from it V_T.**

Solution. Let ψ be the potential relative to the deep body. A source bias V_SB lowers the electron quasi-Fermi level by that amount relative to the hole level, so the surface must bend further to hold the same electron density. The bending at threshold is

ψ_T = 2φ_F + V_SB.

With both quasi-Fermi levels flat across the depletion layer, the densities are

p = N_A exp(−ψ/kT),
n = N_A exp[(ψ − ψ_T)/kT].

The second expression equals N_A at the surface, as required. In the deep body it leaves an electron density N_A exp(−ψ_T/kT), which is negligible in the neutrality condition.

Poisson's equation, with ε the permittivity of silicon, is

d²ψ/dx² = (q/ε)(N_A + n − p).

Multiply by 2dψ/dx. The left side becomes the derivative of (dψ/dx)². Integrating from the body, where the field vanishes, to the surface gives

F_s² = (2q/ε) ∫₀^ψ_T (N_A + n − p) dψ,

where F_s is the surface field. The three integrals are

∫ N_A dψ = N_A ψ_T,
∫ n dψ = N_A kT [1 − exp(−ψ_T/kT)],
∫ p dψ = N_A kT [1 − exp(−ψ_T/kT)].

The last two cancel. By Gauss's law the magnitude of the semiconductor charge per area is Q_s = εF_s, so

Q_s = √(2qεN_A ψ_T).

This is the familiar depletion-charge formula. At this threshold it gives the total charge, acceptors and inversion electrons together: because the hole density falls off gradually at the edge of the depletion layer, the uncovered acceptor charge is slightly smaller than for an abrupt edge, and the electrons supply exactly this shortfall.

Charge neutrality puts Q_s − Q_f on the gate, and the oxide drop is this charge divided by C_ox. Measured from the body, the gate voltage is φ_MS + ψ_T + (Q_s − Q_f)/C_ox. Subtracting V_SB refers it to the source:

V_T = −kTη − kT ln(N_C/N_A) − Q_f/C_ox + γ√(2φ_F + V_SB),

γ = √(2qεN_A)/C_ox.

The band gap now appears only inside 2φ_F in the last term.

**(d) Differentiate the first two terms of V_T with respect to temperature.**

Solution. Since N_C varies as T^(3/2), d ln N_C/dT = 3/(2T). The channel term gives

d[−kT ln(N_C/N_A)]/dT = −k ln(N_C/N_A) − kT·3/(2T)
     = −k[ln(N_C/N_A) + 3/2].

For the gate, η must move so that N_G stays fixed:

N_G = N_C F_{1/2}(η),

F_{1/2}(η) = (2/√π) ∫₀^∞ √x f dx, with f = 1/[1 + exp(x − η)].

Because f depends on x − η, ∂f/∂η = −∂f/∂x. Integration by parts, with vanishing end terms, then gives

dF_{1/2}/dη = (2/√π) ∫₀^∞ f/(2√x) dx = (1/√π) ∫₀^∞ f/√x dx,

which is the normalized integral F_{−1/2}. Differentiating the condition on N_G and dividing by N_C,

0 = [3/(2T)] F_{1/2} + F_{−1/2} dη/dT.

With R = F_{1/2}/F_{−1/2} this is dη/dT = −3R/(2T), and so

d(−kTη)/dT = −kη − kT dη/dT = −k(η − 3R/2).

For a strongly degenerate gate, the low-temperature expansion F_{1/2} ≈ [4/(3√π)] η^(3/2) [1 + π²/(8η²)] has the derivative F_{−1/2} ≈ (2/√π) η^(1/2) [1 − π²/(24η²)]. To this order the ratio is

R ≈ (2η/3)[1 + π²/(8η²) + π²/(24η²)] = (2η/3)[1 + π²/(6η²)],

and the gate term is −k(η − 3R/2) ≈ +kπ²/(6η). It is positive because the Fermi level of a degenerate electron gas of fixed density sinks towards the band edge on heating. It vanishes slowly, as 1/η.

**(e) Differentiate the charge term and assemble the coefficient.**

Solution. From part (b), with d ln(N_C N_V)/dT = 3/T,

d(2φ_F)/dT = dE_g/dT − k ln(N_C N_V/N_A²) − kT·3/T
     = dE_g/dT − k[ln(N_C N_V/N_A²) + 3].

At fixed V_SB the chain rule gives

d[γ√(2φ_F + V_SB)]/dT = {γ/[2√(2φ_F + V_SB)]} d(2φ_F)/dT.

The prefactor is a ratio of capacitances. The depletion width is W = √[2εψ_T/(qN_A)], so the depletion capacitance is C_d = ε/W = √[qεN_A/(2ψ_T)]. Inserting γ,

γ/(2√ψ_T) = √(2qεN_A)/(2C_ox√ψ_T) = C_d/C_ox ≡ m − 1.

The complete result is

dV_T/dT = −k[ln(N_C/N_A) + 3/2] − k(η − 3R/2)
     + (m − 1){dE_g/dT − k[ln(N_C N_V/N_A²) + 3]}.

The first term is the shift of the channel's Fermi level relative to its conduction edge, and the second is the corresponding shift in the gate with its sign reversed, because the gate's Fermi level enters V_T with a minus sign. The third is the loss of depletion charge: on heating, less bending is needed to reach threshold, so fewer acceptors are uncovered. A narrowing gap lowers V_T by this route, weighted by m − 1.

**(f) Examine a vanishing oxide thickness, a non-degenerate gate, and equal densities of states.**

Solution. As the oxide thickness goes to zero, C_ox grows without limit and m − 1 goes to zero. Only the channel and gate terms remain, and neither the gap nor N_V matters. This is a formal limit, since a real oxide would leak long before. The band bending inside the gate, neglected in the formula, also remains in series; with the data of part (g) it leaves a gap contribution of −0.003 mV/K.

If in addition the gate is non-degenerate, then R = 1 and η = ln(N_G/N_C). The two remaining terms become

−k[ln(N_C/N_A) + 3/2 + ln(N_G/N_C) − 3/2] = −k ln(N_G/N_A).

N_C has cancelled, as it must when two electron gases in the same band are compared at fixed densities. This case checks the formula rather than describing a device, because so lightly doped a gate must deplete to hold the balancing charge. With N_G = 10¹⁸ cm⁻³ and the body of part (g), the drop in the gate is about 0.28 V, the slope is −0.40 mV/K instead of −0.10 mV/K, and the gap contributes again.

For the third case, fix the gate's Fermi level at the conduction edge, which removes the gate term, and set N_C = N_V = N. With L = ln(N/N_A), the density-of-states parts are

−k(L + 3/2) − (m − 1)k(2L + 3) = −k(L + 3/2)[1 + 2(m − 1)],

and therefore

dV_T/dT = −(2m − 1)k(L + 3/2) + (m − 1)dE_g/dT.

In this midgap form the intrinsic level lies halfway between the band edges. For unequal bands it can be used with N = √(N_C N_V), and is then an approximation.

**(g) Evaluate V_T and its slope at 300 K for a 7 nm oxide, N_A = 3×10¹⁷ cm⁻³, N_G = 10²⁰ cm⁻³, V_SB = 0 and 5×10¹⁰ fixed charges per cm².**

Solution. Rough typical silicon values are used: relative permittivities 11.7 (silicon) and 3.9 (oxide), density-of-states masses 1.060 (electrons) and 1.15 (holes) in free-electron masses, and the gap law E_g = 1.17 − αT²/(T + β) eV with α = 4.73×10⁻⁴ eV/K and β = 636 K. At 300 K, with kT = 25.85 meV, these give

N_C = 2.738×10¹⁹ cm⁻³, N_V = 3.095×10¹⁹ cm⁻³, E_g = 1.1245 eV,

dE_g/dT = −αT(T + 2β)/(T + β)² = −0.2546 meV/K.

The logarithms are ln(N_C/N_A) = 4.514 and ln(N_C N_V/N_A²) = 9.150. The bending is

2φ_F = 1.1245 − 0.02585 × 9.150 = 0.888 V.

The oxide capacitance is 0.4933 μF/cm², and γ = 0.6397 V^(1/2). Solving N_G = N_C F_{1/2}(η) numerically gives η = 2.527, or 65.3 meV, and R = 2.178. The threshold voltage is

V_T = −0.0653 − 0.1167 − 0.0162 + 0.6397 × √0.888 = 0.405 V.

For the slope, k = 0.08617 meV/K and m − 1 = 0.6397/(2√0.888) = 0.339. The parts are

channel: −0.08617 × (4.514 + 1.5) = −0.518 mV/K,
gate: −0.08617 × (2.527 − 3.267) = +0.064 mV/K,
charge, from the gap: 0.339 × (−0.2546) = −0.086 mV/K,
charge, from the densities of states: −0.339 × 0.08617 × 12.150 = −0.355 mV/K.

Their sum is

dV_T/dT = −0.896 mV/K.

The gap supplies about a tenth of the slope. Taken separately, φ_MS changes by +0.847 mV/K and 2φ_F by −1.302 mV/K; each contains the gap's 0.255 mV/K, with opposite signs. The strong-degeneracy estimate kπ²/(6η) gives 0.056 mV/K for the gate term, 12% below its full value. The midgap form of part (f) gives −0.965 mV/K. Of the difference, 0.064 mV/K is the missing gate term, and the remaining 0.005 mV/K comes from replacing N_C by √(N_C N_V) in the channel term.

With V_SB = 2 V and all else unchanged, m − 1 falls to 0.188 and the slope weakens to −0.699 mV/K. The deeper depletion layer has a smaller capacitance, so the same change in 2φ_F alters its charge less.

The slope also depends on temperature: it is −0.846 mV/K at 250 K and −0.991 mV/K at 400 K. The channel term accounts for −(3/2)k ln(400/250) = −0.061 mV/K of this change; the rest comes from the gate and charge terms. A straight line drawn from 300 K predicts V_T = 0.315 V at 400 K, whereas the formula gives 0.310 V. The error is 5% of the drop over that interval.

**(h) How far do the neglected effects and the definition of threshold move this result?**

Solution. Within the model of a long, uniformly doped transistor, the largest omitted effect estimated here is quantum confinement. The surface field is Q_s/ε, about 0.29 MV/cm. It was treated as a triangular well with the two kinds of valley found at a (100) silicon surface: two with mass 0.916 normal to the surface and four with mass 0.19. The bending was raised until the summed subbands held the classical sheet density, and this extra bending was multiplied by m, because the depletion charge grows with it. With the field held at its classical value and an impenetrable oxide wall, V_T rises by 65 mV and the slope changes by −0.084 mV/K, to about −0.98 mV/K. These figures depend on the model: the curved depletion potential gives −0.088 mV/K, and a 3.1 eV barrier into which the wave functions penetrate (oxide mass 0.5) gives 57 mV and −0.10 mV/K.

The other estimates, each made separately at 300 K, are smaller:

- Band bending inside the gate, found from Poisson's equation with Fermi–Dirac electrons and fixed donors, raises V_T by 17 mV and changes the slope by −0.005 mV/K.
- Acceptors 45 meV above the valence edge, with degeneracy factor 4, are not all ionized in the neutral body. The slope changes by +0.008 mV/K.
- Letting N_C and N_V vary as T^1.58 and T^1.85, as a rough account of temperature-dependent masses, changes it by −0.005 mV/K. This is a near cancellation of −0.020 mV/K from the body and +0.015 mV/K from the gate, and it assumes the same law holds in the degenerate gate.
- Acceptor-like interface traps of density D = 3×10¹⁰ cm⁻² eV⁻¹, filled from midgap to the Fermi level, add about qDφ_F/C_ox to V_T and −0.006 mV/K to the slope.
- The permittivity of silicon rises with temperature, by a fraction of order 10⁻⁴ per kelvin. Since γ varies as √ε, this adds (1/2)γ√(2φ_F) d ln ε/dT to the slope, which is +0.03 mV/K for d ln ε/dT = 10⁻⁴ K⁻¹.
- A drift of the oxide capacitance adds −[(Q_s − Q_f)/C_ox] d ln C_ox/dT to the slope. With an oxide drop of 0.59 V this is −0.006 mV/K for each 10⁻⁵ K⁻¹.

The oxide field at threshold is 0.84 MV/cm, well below a rough breakdown field of 10 MV/cm. For a barrier of 3.1 eV and a tunnelling mass of 0.42, the tunnelling probability carries a factor of about e⁻⁷⁸, so leakage does not disturb the electrostatics.

The definition of threshold can matter more. Suppose it is placed at surface density cN_A. The bending changes by kT ln c. In the charge integral of part (c), the electron part becomes cN_A kT, so ψ_T is replaced by ψ_T + kT(ln c + c − 1). To first order in kT(ln c + c − 1)/ψ_T, which reaches about 0.3 in magnitude at c = 10 and at c = 10⁻⁴ (where the result below is off by 5% and 2%),

ΔV_T = kT[ln c + (m − 1)(ln c + c − 1)].

For c = 0.1 the bracket is −3.39. V_T falls by about 88 mV, and the slope becomes more negative by about 0.3 mV/K. For c = 2 the slope weakens by about 0.12 mV/K, comparable to the confinement correction. Coefficients can be compared only under the same definition.

A real transistor may also break the assumptions of uniform doping and a long channel. If source and drain supplied the field lines for a fixed 20% of the depletion charge, the charge term would shrink by 20% and the slope would weaken by 0.09 mV/K. The formula itself fails when the body freezes out at low temperature, when n_i approaches N_A at high temperature, or when N_A approaches N_C or N_V and Boltzmann statistics no longer hold. The surface electrons are the tighter limit: at N_A = 10¹⁹ cm⁻³ their degeneracy changes the slope by −0.017 mV/K, about five times the change from the holes in the body.

All numerical values are calculated from the stated model.
